Cholesky Decomposition of the Gaunt Interaction with an Energy Error Bound

A pivoted Cholesky routine looks for the largest remaining diagonal element of a matrix, makes a vector from that column, and stops when no diagonal element exceeds a threshold τ. Given the Gaunt integrals over real distributions together with the minus sign of the operator, the matrix −V defined below, it stops before it starts. The diagonal elements are negative or zero, none exceeds τ, and the routine reports convergence with no vectors. The Gaunt energy is then zero. For the small-basis, fixed-orbital model of hydrogen fluoride treated below it should be 0.01186 hartree.

The sign has to be taken out before the decomposition and put back afterwards. For this one must know which matrix is positive, and where the spin matrices and the factors of i have gone. A second question follows: τ limits the error of integrals, while the quantity wanted is an energy. The two are connected by a constant that can be computed from the orbitals.

**The distributions**

In Hartree atomic units the Gaunt operator is

  G = −α₁·α₂/r₁₂.

The matrices α_k, with k = x, y, z, couple the large component φᴸ of a four-component spinor ψ to its small component φˢ. The current distribution of two spinors is therefore

  j^k_ij = ψ_i†α_kψ_j = φᴸ_i†σ_kφˢ_j + φˢ_i†σ_kφᴸ_j.

Let χ_μ be N real, normalized scalar functions, and let a_μi and b_νi be two-component columns of coefficients. Restricted kinetic balance gives

  φᴸ_i = Σ_μ χ_μ a_μi,
  φˢ_i = (1/2c) Σ_ν (σ·p χ_ν) b_νi = (−i/2c) Σ_νm (∂_mχ_ν) σ_m b_νi,

because p = −i∇. In φˢ_i† the factor −i becomes +i. Inserting both expansions gives

  j^k_ij = (1/2c) Σ_P x^k_ij,P Ω_P,  Ω_P = χ_μ ∂_mχ_ν,  P = (m,ν,μ),
  x^k_ij,P = −i a_μi†σ_kσ_m b_νj + i b_νi†σ_mσ_k a_μj.

The large-small and small-large halves use the same real distributions Ω_P, and so do the three components k. All spin dependence sits in x. One real supermatrix of dimension 3N² is enough:

  V_PQ = ∫∫ Ω_P(r₁) Ω_Q(r₂)/r₁₂ d³r₁ d³r₂.

The non-relativistic limit b = a shows what these products describe. There φˢ_i = (σ·p)φ_i/(2c), where φ_i stands for φᴸ_i. With σ_kσ_m = δ_km + i Σ_n ε_kmn σ_n, the two halves of the current add to

  j^k_ij = (1/2c) { −i[φ_i†∂_kφ_j − (∂_kφ_i)†φ_j] + [∇×(φ_i†σφ_j)]_k }.

The first part is the orbital current and the second is the spin magnetization current. Both carry 1/c, so their mutual interaction is of order 1/c².

**Which matrix is positive**

Take real numbers q_P and form ρ = Σ_P q_PΩ_P, with Fourier transform ρ̂(g). Since 1/r₁₂ has the Fourier transform 4π/g²,

  qᵀVq = ∫ d³g/(2π)³ (4π/g²) |ρ̂(g)|² ≥ 0.

For a complex vector u, the symmetry of V makes u†Vu the sum of the two expressions for its real and imaginary parts, so it is also non-negative. V is positive semidefinite, and a general Gaunt integral is

  (pq|G|rs) = −(1/4c²) Σ_k Σ_PQ x^k_pq,P V_PQ x^k_rs,Q.

The minus sign is that of the operator. The matrix to decompose is V.

Two apparently harmless changes disturb this sign. If the distributions are built with p instead of ∇, and the integrals are formed without complex conjugation, each distribution contributes −i and the matrix becomes (−i)²V = −V. With conjugation on one side it is +V again. The other change is to absorb the sign by using vectors iL. This gives (iL)(iL)ᵀ = −LLᵀ, as wanted, but (iL)(iL)† = +LLᵀ, so any later step that conjugates one factor loses the sign. Real gradients, real vectors and one external factor −1 avoid both difficulties.

**The decomposition**

Start with R = V. At step J choose the index p with the largest diagonal element R_pp and set

  L_PJ = R_Pp/√R_pp,  R_PQ ← R_PQ − L_PJ L_QJ.

The new R is again positive semidefinite. To see this, take any real q and add an amount t of the unit vector e_p. The old matrix gives

  (q + t e_p)ᵀR(q + t e_p) = qᵀRq + 2t (Rq)_p + t²R_pp ≥ 0.

The minimum lies at t = −(Rq)_p/R_pp, and its value is qᵀRq − (Rq)_p²/R_pp. This is the quadratic form of the updated matrix, so that form cannot be negative.

R need not be stored. Its current column follows from a column of V and the earlier vectors:

  R_Pp = V_Pp − Σ_{I<J} L_PI L_pI.

Only the diagonal of R is updated, by R_PP ← R_PP − L_PJ². For n vectors the sums over earlier vectors cost about 3N²n²/2 multiplications, and the vectors occupy 3N²n numbers.

The procedure ends when every diagonal element is at most τ. Each two-by-two principal minor of a positive semidefinite matrix is non-negative, hence

  |R_PQ| ≤ √(R_PP R_QQ) ≤ τ.

Control of the diagonal is control of every integral over the Ω_P. Since diagonal elements never grow, a run with a tight threshold contains the result for each looser threshold as its first n vectors.

**From integrals to the energy**

For a determinant of occupied spinors the Gaunt energy is

  E_G = −½ Σ_k Σ_ij [(j^k_ii|j^k_jj) − (j^k_ij|j^k_ji)],

where the round brackets denote the interaction through 1/r₁₂. Because α_k is Hermitian, j^k_ji is the complex conjugate of j^k_ij, and x^k_ji = (x^k_ij)*. With D_k = Σ_i x^k_ii, which is real, and with ½·(1/2c)² = 1/(8c²),

  E_G = −(1/8c²) Σ_k D_kᵀVD_k + (1/8c²) Σ_kij x^k_ij†Vx^k_ij.

The direct term is never positive and the exchange term is never negative.

In a closed shell the spinors occur in pairs connected by time reversal, which replaces a and b by iσ_y a* and iσ_y b*. A product of two spin matrices between such columns goes over into its complex conjugate, while the explicit factors ±i in x do not change. Hence x_ii of the partner is −(x_ii)*, which equals −x_ii because x_ii is real. The pair contributes nothing to D_k, and the direct term vanishes. What remains is exchange, so the closed-shell Gaunt energy is non-negative although the operator carries a minus sign.

With n Cholesky vectors this energy becomes a sum of non-negative terms:

  E_G(τ) = Σ_J e_J,  e_J = (1/8c²) Σ_kij |Σ_P x^k_ij,P L_PJ|².

Each vector raises the energy or leaves it unchanged, and the missing part is

  ΔE = E_G − E_G(τ) = (1/8c²) Σ_kij x^k_ij†Rx^k_ij ≥ 0.

Truncation approaches the closed-shell result from below. To bound ΔE, replace every term by its absolute value and use the inequality for R_PQ:

  ΔE ≤ (1/8c²) Σ_kij (Σ_P |x^k_ij,P| √R_PP)² ≤ Kτ,
  K = (1/8c²) Σ_kij (Σ_P |x^k_ij,P|)².

The first expression will be called the diagonal bound. It needs the residual diagonal, which the algorithm already holds. The second can be evaluated before the decomposition begins.

A further bound uses W = Σ_kij x^k_ij x^k_ij†. Write R in terms of its eigenvalues r_s ≥ 0 and normalized eigenvectors v_s. Then

  ΔE = (1/8c²) Σ_s r_s v_s†Wv_s ≤ (1/8c²) λ_max(W) Tr R,

where λ_max(W) is the largest eigenvalue of W. The smallest of the three may be used.

**Open shells**

When D_k does not vanish, the error is a difference of two non-negative numbers:

  ΔE = −(1/8c²) Σ_k D_kᵀRD_k + (1/8c²) Σ_kij x^k_ij†Rx^k_ij.

Its sign is not fixed by this expression. Its size is at most τ times the larger of K and K_D = (1/8c²) Σ_k (Σ_P |D_k,P|)², with K taken over the occupied spinors.

Two special cases are simpler. For one electron D_k = x^k_11, and the two terms cancel for any R. The truncated interaction therefore produces no self-interaction, provided direct and exchange terms use the same vectors. For one hole h in a closed shell, let n_ij = (1/8c²) Σ_k x^k_ij†Rx^k_ij. The remaining current is D_k = −x^k_hh, so

  ΔE = Σ_{i,j≠h} n_ij − n_hh.

The time-reversed partner of h is still occupied, and its diagonal term equals n_hh because its x differs only in sign. That term cancels −n_hh, and the other terms are non-negative. The error is again non-negative.

**Hydrogen fluoride**

The example is the HF molecule at a chosen distance of 1.7 bohr, with point nuclei. The Gaussian basis is uncontracted. Fluorine has eight s exponents 0.2·3.5^k, k = 0 to 7, and p exponents 0.25, 1, 4 and 16; hydrogen has s exponents 0.15, 0.6 and 2.4, all in bohr⁻². This gives

  N = 8 + 3·4 + 3 = 23,  3N² = 3·529 = 1587.

The ten occupied spinors come from an iterated Dirac-Coulomb Hartree-Fock calculation, whose energy is −100.003 hartree. The Gaunt energy is the expectation value with these orbitals, without reoptimization. With the complete V it is 0.01186 hartree, or 0.3227 eV. Electron correlation and basis-set incompleteness are left out, so this is a reference for the Cholesky error within the model. The value is not converged in the basis: with non-relativistic orbitals and b = a, enlarging the basis to 12s6p on F and 4s on H raises it by about 9·10⁻⁵ hartree, or 0.7 percent.

The largest diagonal element of V is 8.7·10³ a.u. Truncation gives the following errors and diagonal bounds, in hartree (equal pivots may be taken in any order, which can change n by one, most errors and bounds by up to about 10 percent, and the error in the last row by about 30 percent):

  τ (a.u.)  n   ΔE       bound
  10     17   1.5·10⁻³   1.8·10⁻²
  1      50   3.8·10⁻⁴   6.1·10⁻³
  10⁻¹    89   7.3·10⁻⁵   1.0·10⁻³
  10⁻²    125  1.7·10⁻⁶   7.2·10⁻⁵
  10⁻³    170  1.7·10⁻⁷   5.7·10⁻⁶
  10⁻⁴    215  9.8·10⁻⁹   1.6·10⁻⁷
  10⁻⁵    256  4.5·10⁻¹⁰  1.2·10⁻⁸

At τ = 10⁻² the 125 vectors are 8 percent of the full dimension, and the error is 1.4·10⁻⁴ of the Gaunt energy. The ratio ΔE/τ is not constant. Over these rows it lies between 4.5·10⁻⁵ and 7.3·10⁻⁴ hartree per a.u., so an observed error should not be extrapolated as a strict linear law. The linear statement is the bound, with

  K = 0.184 hartree per a.u.

At τ = 10⁻² this gives Kτ = 1.84·10⁻³ hartree, about 1100 times the actual error. The intermediate diagonal bound shows where the excess arises. Replacing every residual diagonal element by τ costs a factor of 26. The remaining factor of 42 comes from replacing the off-diagonal elements by their largest allowed size and discarding the signs and phases in x†Rx.

Suppose an error of at most ε = 10⁻⁶ hartree is required. The safe choice made in advance is

  τ = ε/K = 10⁻⁶/0.1845 = 5.4·10⁻⁶ a.u.

It produces 264 vectors and an actual error of 2.2·10⁻¹⁰ hartree. The guarantee holds, but it is expensive. One can instead evaluate the diagonal bound during the run and stop when it falls below ε. The table places that point between 170 and 215 vectors, and the guarantee is equally strict.

Removing the highest occupied spinor without relaxing the others gives the one-hole case. At τ = 10⁻² the error is 1.2·10⁻⁶ hartree, positive as derived, against a bound of 1.4·10⁻³ hartree.

**What the threshold refers to**

A value of τ has no meaning until the normalization of the small functions is stated. Above, the gradients ∂_mχ_ν are bare and 1/(2c) stands outside. If it is absorbed into the small functions, the supermatrix is V/(4c²), and the equivalent threshold is

  τ′ = τ/(4c²) = τ/75115.

A threshold of 10⁻⁴ applied to the dressed matrix thus corresponds to 7.5 on the bare one. In the example it leaves 20 vectors and an error of 1.2·10⁻³ hartree, one tenth of the Gaunt energy. The same number applied to bare functions gives 215 vectors and an error of 9.8·10⁻⁹ hartree. The error constant changes in the opposite direction, K′ = 4c²K = 1.39·10⁴ hartree per a.u., so that K′τ′ = Kτ. Computing the constant in the convention actually used removes the ambiguity.

K also depends on the basis. It contains sums of absolute coefficients, which are not invariant when the χ_μ are rescaled or mixed, and it has to be recomputed for a new basis or molecule. For the same reason K and the diagonal bound change under unitary mixing of the occupied spinors, for instance within a time-reversal pair, while the closed-shell E_G and ΔE do not; the values quoted belong to the spinors used here, and the bound holds for any such choice. The spread is considerable: mixing within the pairs gives K from 0.14, for spinors of definite m_j, to about 0.22, and moves the factor of 42 between about 31 and 50, while one random mixing of all ten spinors gave K ≈ 0.9.

There is a numerical floor as well. The smallest computed eigenvalue of V is −1.3·10⁻¹¹ a.u., beside a largest one of 1.9·10⁴ a.u. Since V is positive semidefinite, the negative value is numerical error. For the decomposition itself, rounding enters at about machine precision times the largest diagonal element, 2.2·10⁻¹⁶ · 8.7·10³ ≈ 2·10⁻¹² a.u., and below that size the bound |R_PQ| ≤ τ can no longer be relied on.

**Two-component use and limits**

In an exact-decoupling two-component method, the decoupling matrix X is defined by b = Xa for the positive-energy solutions. Here a includes the renormalization of the two-component orbital. These a and b enter x as before. V, its vectors and the bounds keep their form, provided the Gaunt operator is transformed together with the orbitals.

Correlated methods also use integrals that do not enter the determinant energy. Taking absolute values in the general integral gives

  |Δ(pq|G|rs)| ≤ (τ/4c²) Σ_k (Σ_P |x^k_pq,P|)(Σ_Q |x^k_rs,Q|).

This controls each integral, but the correlation energy depends on them in its own way, and Kτ does not bound its error. Nor does Kτ include the change of the orbitals when the truncated interaction enters the self-consistent equations.

Written in the same form, the full Breit interaction needs a larger matrix, in which the component k becomes part of the index. Its gauge part contains (α₁·r₁₂)(α₂·r₁₂)/r₁₂³, which couples different Cartesian components of the two currents. The single scalar V, shared by all three components, is a property of the Gaunt term.
